# Mass-Velocity Energy of the Thomas-Fermi Atom with an Inner Cutoff: a program that tests the result

```python
"""Mass-velocity energy of a neutral Thomas-Fermi (TF) atom, Hartree atomic units.

Result under test: E_MV = -(alpha^2/8) sum <p^4>, evaluated with the TF density
for r > r_c, diverges as r_c^(-1/2).  With r_c = a/Z it becomes
    E_MV = -alpha^2 [ C a^(-1/2) Z^4 - D Z^(11/3) + ... ],  C = 8 sqrt(2)/(7 pi).
Symbols: Z nuclear charge, alpha fine-structure constant, a cutoff number,
phi(x) TF screening function, r = beta Z^(-1/3) x, B = -phi'(0),
K = finite part of the TF integral, D = 4 sqrt(2) K / (7 pi sqrt(beta)).
The quantum reference is a sum of <p^4> over occupied orbitals.
The functions below return -E_MV/alpha^2, a positive number in hartree.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import eig, solve

pi = np.pi
alpha = constants.fine_structure
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
beta = 0.5 * (3 * pi / 4) ** (2 / 3)

# ---- p^4 density of a uniform gas: explicit sum over plane waves in a box ----
radius = 40.5
k = np.arange(-41, 42)
k2 = (k[:, None, None] ** 2 + k[None, :, None] ** 2 + k[None, None, :] ** 2).ravel()
k2 = k2[k2 <= radius ** 2].astype(float)
gas_density = 2.0 * len(k2)                      # box of unit side, two spins
p4_sum = 2.0 * np.sum(((2 * pi) ** 2 * k2) ** 2)


def p4_density(n):
    return (3 * pi ** 2 * n) ** (7 / 3) / (7 * pi ** 2)


lattice_ratio = p4_sum / p4_density(gas_density)
assert abs(lattice_ratio - 1) < 2e-3             # finite number of plane waves

# ---- TF function: integrate inward from its 144/x^3 tail, then rescale -------
# Variable s = sqrt(x) makes the equation regular at the nucleus.
sigma_tail = (np.sqrt(73) - 7) / 2
eps_tail = 1e-5
start = [144 * (1 - eps_tail),
         144 * (-3 * (1 - eps_tail) + sigma_tail * eps_tail)]
tf_solution = solve_ivp(lambda s, y: [2 * s * y[1], 2 * y[0] ** 1.5], (1.0, 0.0),
                        start, method="DOP853", rtol=1e-12, atol=1e-10,
                        dense_output=True)
assert tf_solution.success
scale = tf_solution.y[0, -1] ** (-1 / 3)
B = -scale ** 4 * tf_solution.y[1, -1]


def phi(x):
    return scale ** 3 * tf_solution.sol(np.sqrt(scale * x))[0]


def phi_slope(x):
    return scale ** 4 * tf_solution.sol(np.sqrt(scale * x))[1]


def tf_density(r, Z):
    x = r * Z ** (1 / 3) / beta
    return (2 * Z * phi(x) / r) ** 1.5 / (3 * pi ** 2)


def log_radial_integral(f, r_low, r_high):
    """Integral of 4 pi r^2 f(r) dr, done in the variable ln r."""
    g = lambda y: 4 * pi * np.exp(3 * y) * f(np.exp(y))
    return quad(g, np.log(r_low), np.log(r_high), limit=300,
                epsabs=0, epsrel=1e-9)[0]


def tf_mass_velocity(Z, r_cut):
    r_high = 1000 * beta * Z ** (-1 / 3)
    return log_radial_integral(lambda r: p4_density(tf_density(r, Z)),
                               r_cut, r_high) / 8


Z_er = 68
r_unit = beta * Z_er ** (-1 / 3)
electron_count = log_radial_integral(lambda r: tf_density(r, Z_er),
                                     1e-8 * r_unit, 1000 * r_unit)
assert abs(electron_count / Z_er - 1) < 1e-5

# ---- divergence at small r: each factor 100 in r_c multiplies growth by 10 ---
small_cuts = [1e-3, 1e-5, 1e-7, 1e-9]
diverging = [tf_mass_velocity(Z_er, rc) for rc in small_cuts]
growth = (diverging[3] - diverging[2]) / (diverging[2] - diverging[1])
assert abs(growth - 10) < 0.01

# ---- coefficients of the large-Z form and their test by quadrature -----------
C = 8 * np.sqrt(2) / (7 * pi)
K = 14 * quad(lambda t: -phi(t * t) ** 2.5 * phi_slope(t * t), 0, 30,
              limit=300, epsabs=1e-11, epsrel=1e-9)[0]
D = 4 * np.sqrt(2) * K / (7 * pi * np.sqrt(beta))
for a_test in (1.0, 0.1):
    Z_big = 1e6
    third = 4 * np.sqrt(2) / pi * B / beta * np.sqrt(a_test)
    series = (C / np.sqrt(a_test) * Z_big ** 4 - D * Z_big ** (11 / 3)
              + third * Z_big ** (10 / 3))
    assert abs(tf_mass_velocity(Z_big, a_test / Z_big) / series - 1) < 2e-5

# Power of Z produced by a cutoff r_c = Z^(-q), from two very large charges.
powers = {}
for q in (1 / 3, 1.0, 2.0):
    low, high = (tf_mass_velocity(z, z ** (-q)) for z in (1e9, 1e10))
    powers[q] = np.log10(high / low)
    assert abs(powers[q] - (7 + q) / 2) < 3e-3   # remaining finite-Z terms

# ---- hydrogenic <p^4> by exact algebra, Z = 1 --------------------------------
r_sym = sp.symbols("r", positive=True)


def exact_moment(poly, n):
    """Integral of poly(r) exp(-2r/n) from 0 to infinity."""
    return sum(c * sp.factorial(m[0]) * sp.Rational(n, 2) ** (m[0] + 1)
               for m, c in sp.Poly(poly, r_sym).terms())


for n in range(1, 6):
    shell = 0
    for l in range(n):
        u = sp.expand(r_sym ** (l + 1)
                      * sp.assoc_laguerre(n - l - 1, 2 * l + 1, 2 * r_sym / n))
        second = sp.diff(u, r_sym, 2) - 2 * sp.diff(u, r_sym) / n + u / n ** 2
        p2u = sp.expand(-second + l * (l + 1) * u / r_sym ** 2)
        value = (exact_moment(sp.expand(p2u ** 2), n)
                 / exact_moment(sp.expand(u ** 2), n))
        formula = (sp.Rational(8 * n, 2 * l + 1) - 3) / sp.Integer(n) ** 4
        assert sp.simplify(value - formula) == 0
        shell += 2 * (2 * l + 1) * value
    assert sp.simplify(shell - sp.Rational(10, n ** 2)) == 0

quantum_coefficient = 5 * pi ** 2 / 24
a_match = 73728 / (1225 * pi ** 6)
assert abs(C / np.sqrt(a_match) / quantum_coefficient - 1) < 1e-12

# ---- N filled hydrogenic shells against the cut-off TF integral, Z = 1 -------
for N in (5, 10, 40):
    nu = N + 0.5
    fermi2 = lambda r: max(2 / r - 1 / nu ** 2, 0.0)
    tf_value = log_radial_integral(lambda r: fermi2(r) ** 3.5 / (7 * pi ** 2),
                                   a_match, 2 * nu ** 2) / 8
    shell_value = 1.25 * sum(1 / n ** 2 for n in range(1, N + 1))
    assert abs(tf_value - shell_value) < 0.5 / N ** 2
    if N == 10:
        tf_ten, shells_ten = tf_value, shell_value

# ---- radial Schroedinger equation: Chebyshev collocation in s = sqrt(r) ------
n_cheb, r_box = 220, 15.0
s_box = np.sqrt(r_box)
index = np.arange(n_cheb + 1)
node = np.cos(pi * index / n_cheb)
sign = np.where(index % 2 == 0, 1.0, -1.0)
sign[[0, -1]] *= 2
gap = node[:, None] - node[None, :]
deriv = np.outer(sign, 1 / sign) / (gap + np.eye(n_cheb + 1))
deriv -= np.diag(deriv.sum(axis=1))
deriv *= -2 / s_box
deriv2 = deriv @ deriv
moments = np.array([2 / (1 - m * m) if m % 2 == 0 else 0.0 for m in index])
weights = solve(np.polynomial.chebyshev.chebvander(node, n_cheb).T, moments)
s_grid = (s_box * (1 - node) / 2)[1:-1]
r_grid = s_grid ** 2
dr_weight = weights[1:-1] * s_box / 2 * 2 * s_grid
first, second_d = deriv[1:-1, 1:-1], deriv2[1:-1, 1:-1]


def orbitals(potential, l, Z, count):
    """Lowest levels as (energy, <p^4>, u^2), from a shifted inverse problem."""
    kinetic = -(s_grid[:, None] ** 2 * second_d - s_grid[:, None] * first) / 8
    metric = r_grid ** 2
    shift = -float(Z) ** 2
    matrix = kinetic + np.diag(l * (l + 1) / 2 + metric * (potential - shift))
    inverse_levels, vectors = eig(solve(matrix, np.diag(metric)))
    result = []
    for i in np.argsort(-inverse_levels.real)[:count]:
        energy = shift + 1 / inverse_levels[i].real
        u2 = vectors[:, i].real ** 2
        u2 = u2 / np.sum(dr_weight * u2)
        p4 = np.sum(dr_weight * 4 * (energy - potential) ** 2 * u2)
        result.append((energy, p4, u2))
    return result


# The solver must reproduce pure Coulomb levels and their <p^4>.
for l in (0, 1):
    for i, (energy, p4, _) in enumerate(orbitals(-Z_er / r_grid, l, Z_er, 2)):
        n = i + l + 1
        assert abs(energy / (-Z_er ** 2 / (2 * n * n)) - 1) < 1e-5
        assert abs(p4 * n ** 4 / Z_er ** 4 / (4 * n / (l + 0.5) - 3) - 1) < 1e-4


def screened_atom(Z):
    """Fill Z electrons in the TF potential; return total, 1s part, density."""
    potential = -Z * phi(r_grid * Z ** (1 / 3) / beta) / r_grid
    levels = []
    for l in range(8):
        for energy, p4, u2 in orbitals(potential, l, Z, 14):
            levels.append((energy, l, p4, u2))
    levels.sort(key=lambda item: item[0])
    left, total, density = float(Z), 0.0, np.zeros_like(r_grid)
    for energy, l, p4, u2 in levels:
        occupation = min(left, 2.0 * (2 * l + 1))
        total += occupation * p4 / 8
        density += occupation * u2 / (4 * pi * r_grid ** 2)
        left -= occupation
        if left <= 0:
            break
    assert left <= 0
    return total, 2 * levels[0][2] / 8, density


er_total, er_1s, er_density = screened_atom(Z_er)
Z_formal = 340
formal_total = screened_atom(Z_formal)[0]


def two_term(Z):
    return quantum_coefficient - D * Z ** (-1 / 3)


er_coefficient = er_total / Z_er ** 4
formal_coefficient = formal_total / Z_formal ** 4
# Tolerances allow for terms beyond the two kept in the large-Z expansion.
assert abs(er_coefficient / two_term(Z_er) - 1) < 0.05
assert abs(formal_coefficient / two_term(Z_formal) - 1) < 0.02

er_cut = {a: tf_mass_velocity(Z_er, a / Z_er) for a in (1.0, 0.125, a_match)}
assert abs(er_cut[a_match] / er_total - 1) < 0.10

# TF density fails inside 1/Z and is fair outside it.
density_spline = CubicSpline(s_grid, er_density)
density_ratio = {}
for zr in (0.01, 1.0, 10.0):
    r = zr / Z_er
    density_ratio[zr] = float(density_spline(np.sqrt(r)) / tf_density(r, Z_er))
assert density_ratio[0.01] < 0.02
assert 0.5 < density_ratio[1.0] < 1.5
assert abs(density_ratio[10.0] - 1) < 0.3

# ---- printed numbers ---------------------------------------------------------
unit = alpha ** 2
print(f"fine-structure constant alpha = {alpha:.8f}")
print(f"plane-wave p^4 sum / gas formula = {lattice_ratio:.5f}")
print(f"TF length factor beta = {beta:.5f} bohr")
print(f"TF initial slope B = {B:.6f}")
print(f"finite part K = {K:.5f}")
print(f"coefficient C = {C:.5f}")
print(f"coefficient D = {D:.5f}")
print(f"all-shell coefficient 5 pi^2/24 = {quantum_coefficient:.5f}")
print(f"matched cutoff number a* = {a_match:.5f}")
for q, power in powers.items():
    print(f"cutoff r_c = Z^(-{q:.3f}): power of Z found = {power:.4f}")
print(f"10 Coulomb shells, exact coefficient = {shells_ten:.5f}")
print(f"10 Coulomb shells, TF with a* = {tf_ten:.5f}")
print(f"Er: Z = {Z_er}, Z alpha = {Z_er * alpha:.4f}")
print(f"Er: TF electron count = {electron_count:.4f}")
print(f"Er: alpha^2 Z^4 = {unit * Z_er ** 4:.2f} hartree")
for rc, value in zip(small_cuts, diverging):
    print(f"Er: TF E_MV, r_c = {rc:.0e} bohr: {-unit * value:.1f} hartree")
print(f"Er: growth ratio per factor 100 in r_c = {growth:.4f}")
for a, value in er_cut.items():
    print(f"Er: TF E_MV, a = {a:.4f}: {-unit * value:.1f} hartree")
    print(f"    its coefficient of -alpha^2 Z^4 = {value / Z_er ** 4:.4f}")
print(f"Er: orbital-sum E_MV = {-unit * er_total:.1f} hartree")
print(f"Er: orbital-sum E_MV = {-unit * er_total * hartree_ev / 1000:.2f} keV")
print(f"Er: orbital-sum coefficient = {er_coefficient:.4f}")
print(f"Er: two-term coefficient = {two_term(Z_er):.4f}")
print(f"Er: two-term E_MV = {-unit * two_term(Z_er) * Z_er ** 4:.1f} hartree")
print(f"Er: 1s share of orbital sum = {100 * er_1s / er_total:.1f} percent")
for zr, ratio in density_ratio.items():
    print(f"Er: orbital/TF density at Zr = {zr:g}: {ratio:.4f}")
print(f"Er: 1/Z = {1 / Z_er:.5f} bohr")
print(f"Er: 1/(8Z) = {1 / (8 * Z_er):.5f} bohr")
print(f"Er: a*/Z = {a_match / Z_er:.6f} bohr")
print(f"Er: radius where p_F = 1/alpha, 2 Z alpha^2 = {2 * Z_er * unit:.5f} bohr")
print(f"formal Z = {Z_formal}: orbital-sum coefficient = {formal_coefficient:.4f}")
print(f"formal Z = {Z_formal}: two-term coefficient = {two_term(Z_formal):.4f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
fine-structure constant alpha = 0.00729735
plane-wave p^4 sum / gas formula = 1.00001
TF length factor beta = 0.88534 bohr
TF initial slope B = 1.588071
finite part K = 7.59018
coefficient C = 0.51447
coefficient D = 2.07503
all-shell coefficient 5 pi^2/24 = 2.05617
matched cutoff number a* = 0.06260
cutoff r_c = Z^(-0.333): power of Z found = 3.6667
cutoff r_c = Z^(-1.000): power of Z found = 4.0009
cutoff r_c = Z^(-2.000): power of Z found = 4.5000
10 Coulomb shells, exact coefficient = 1.93721
10 Coulomb shells, TF with a* = 1.93916
Er: Z = 68, Z alpha = 0.4962
Er: TF electron count = 68.0000
Er: alpha^2 Z^4 = 1138.59 hartree
Er: TF E_MV, r_c = 1e-03 bohr: -1723.2 hartree
Er: TF E_MV, r_c = 1e-05 bohr: -21890.0 hartree
Er: TF E_MV, r_c = 1e-07 bohr: -224052.3 hartree
Er: TF E_MV, r_c = 1e-09 bohr: -2245727.3 hartree
Er: growth ratio per factor 100 in r_c = 10.0003
Er: TF E_MV, a = 1.0000: -197.1 hartree
    its coefficient of -alpha^2 Z^4 = 0.1731
Er: TF E_MV, a = 0.1250: -1152.6 hartree
    its coefficient of -alpha^2 Z^4 = 1.0123
Er: TF E_MV, a = 0.0626: -1815.9 hartree
    its coefficient of -alpha^2 Z^4 = 1.5948
Er: orbital-sum E_MV = -1765.2 hartree
Er: orbital-sum E_MV = -48.03 keV
Er: orbital-sum coefficient = 1.5503
Er: two-term coefficient = 1.5478
Er: two-term E_MV = -1762.3 hartree
Er: 1s share of orbital sum = 78.0 percent
Er: orbital/TF density at Zr = 0.01: 0.0072
Er: orbital/TF density at Zr = 1: 1.1960
Er: orbital/TF density at Zr = 10: 0.9703
Er: 1/Z = 0.01471 bohr
Er: 1/(8Z) = 0.00184 bohr
Er: a*/Z = 0.000921 bohr
Er: radius where p_F = 1/alpha, 2 Z alpha^2 = 0.00724 bohr
formal Z = 340: orbital-sum coefficient = 1.7593
formal Z = 340: two-term coefficient = 1.7589
ALL CHECKS PASSED
```
